# The Landau--Pekar polaron: trial functions, radial solution, stability and energy bounds: test program

```python
# Landau-Pekar functional (atomic units): E[psi] = T - J/(2 kappa),
# T = int |grad psi|^2/(2m), J = Coulomb self-integral of |psi|^2,
# 1/kappa = 1/eps_inf - 1/eps_0, alpha = sqrt(m/(2w))/kappa, m/kappa^2 = 2 alpha^2 w.
# Under test: exponential exp(-r/a) gives -25/256, Gaussian exp(-r^2/2b^2) gives
# -1/(3 pi), the radial solution -0.1085 (units alpha^2 w), and
# T : E_lat : |eps| : |E_int| = 1:2:3:4. u = sqrt(4 pi) r psi, phi = potential of
# u^2, a_P = kappa/m. Unless stated m = kappa = 1, where energy*2 is in alpha^2 w.
import numpy as np
from scipy import constants as C
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import erf
pi = np.pi

def grid(h, R): return h*np.arange(1, int(round(R/h)))
def unit(u, h): return u/np.sqrt(h*np.sum(u*u))
def potential(u, r, h):
    p = u*u
    return h*np.cumsum(p)/r + h*(np.cumsum((p/r)[::-1])[::-1] - p/r)
def kinetic(u, h, m=1.0):
    return np.sum(np.diff(np.concatenate(([0.0], u, [0.0])))**2)/(2*m*h)
def coulomb(u, r, h): return h*np.sum(potential(u, r, h)*u*u)
def lowest(v, h, m=1.0):
    w, x = eigh_tridiagonal(1/(m*h*h) + v, np.full(len(v)-1, -0.5/(m*h*h)),
                            select='i', select_range=(0, 0))
    x = x[:, 0]
    return w[0], unit(x*np.sign(x.sum()), h)
expo = lambda r, a: r*np.exp(-r/a)
gaus = lambda r, b: r*np.exp(-r*r/(2*b*b))

# one phonon mode with linear coupling, by diagonalisation
w0, g = 0.9, 0.7 + 0.4j
an = np.diag(np.sqrt(np.arange(1, 60)), 1)
Hl, Hi = w0*an.T@an, g*an + np.conj(g)*an.T
ev, vec = eigh(Hl + Hi); v0 = vec[:, 0]
assert abs(ev[0] + abs(g)**2/w0) < 1e-10
assert abs((v0.conj()@Hl@v0).real - abs(g)**2/w0) < 1e-10
assert abs((v0.conj()@Hi@v0).real + 2*abs(g)**2/w0) < 1e-10
assert abs(v0.conj()@an@v0 + np.conj(g)/w0) < 1e-10

# trial states: grid evaluation of the definition against closed forms
ht = 0.002; rt = grid(ht, 80.0)
a_opt, b_opt = 16/5, 1.5*np.sqrt(2*pi)
trials = {
 'exp': (expo, lambda a: 0.5/a**2, lambda a: 5/(8*a),
         lambda q, a: (1 + q*q*a*a/4)**-2,
         lambda r, a: 1/r - np.exp(-2*r/a)*(1/r + 1/a), a_opt, 25/256, np.sqrt(3)),
 'gau': (gaus, lambda b: 0.75/b**2, lambda b: np.sqrt(2/pi)/b,
         lambda q, b: np.exp(-q*q*b*b/4),
         lambda r, b: erf(r/b)/r, b_opt, 1/(3*pi), np.sqrt(1.5))}
res = {}
for name, (f, Tf, Jf, form, phif, sopt, coef, rfac) in trials.items():
    for s in (2.0, 4.5):
        u = unit(f(rt, s), ht)
        T, J = kinetic(u, ht), coulomb(u, rt, ht)
        assert abs(T/Tf(s) - 1) < 1e-5 and abs(J/Jf(s) - 1) < 1e-5
        assert np.max(abs(potential(u, rt, ht) - phif(rt, s))) < 1e-5
        for q in (0.3, 1.1):
            assert abs(ht*np.sum(u*u*np.sinc(q*rt/pi)) - form(q, s)) < 1e-6
        assert abs(2/pi*quad(lambda q: form(q, s)**2, 0, np.inf)[0]/J - 1) < 1e-5
        assert abs(J/T - 4) > 0.3                 # virial fails off the optimum scale
        assert abs(J*J/(8*T)/coef - 1) < 1e-5     # dilation minimum from any scale
    def energy(s):
        u = unit(f(rt, s), ht)
        return kinetic(u, ht) - coulomb(u, rt, ht)/2
    opt = minimize_scalar(energy, bounds=(1.5, 6), method='bounded', options={'xatol': 1e-9})
    u = unit(f(rt, opt.x), ht)
    T, J, rms = kinetic(u, ht), coulomb(u, rt, ht), np.sqrt(ht*np.sum(u*u*rt*rt))
    assert abs(opt.x/sopt - 1) < 1e-5 and abs(-2*opt.fun/coef - 1) < 1e-5
    assert abs(J/T - 4) < 1e-4 and abs(rms/(rfac*sopt) - 1) < 1e-5
    res[name] = dict(s=opt.x, E=opt.fun, T=T, J=J, rms=rms)

# route A: finite-difference self-consistency
xg, wg = np.polynomial.legendre.leggauss(300)
def scf(h, R, start, m=1.0, kap=1.0):
    r = grid(h, R); u = unit(start(r), h)
    Eof = lambda x: kinetic(x, h, m) - coulomb(x, r, h)/(2*kap)
    first = (kinetic(u, h, m) - coulomb(u, r, h)/kap, lowest(-potential(u, r, h)/kap, h, m)[0])
    Eold = Eof(u)
    for it in range(1000):
        eps, un = lowest(-potential(u, r, h)/kap, h, m)
        change = np.sqrt(h*np.sum((un - u)**2)); u = un
        En = Eof(u); assert En < Eold + 1e-11; Eold = En   # energy never rises
        if change < 1e-9: break
    assert change < 1e-9
    qm = 6*m/kap; q = qm*(xg + 1)/2
    rho = h*np.sinc(np.outer(q, r)/pi)@(u*u)
    vals = np.array([kinetic(u, h, m), (qm/2)*np.sum(wg*rho**2)/(pi*kap), eps,
                     -coulomb(u, r, h)/kap, h*np.sum(u*u*r*r)])
    return vals, r, u, first
vc = scf(0.04, 40, lambda r: expo(r, a_opt))[0]
hf = 0.02
vf, r, u, first_e = scf(hf, 40, lambda r: expo(r, a_opt))
vg, _, ug, first_g = scf(hf, 40, lambda r: gaus(r, b_opt))
assert np.max(abs(u - ug)) < 1e-7                 # independent of the start
for mean, eig in (first_e, first_g):
    assert eig < mean - 1e-5                      # trial state is no eigenstate of its well
T, El, eps, Ei, r2 = (4*vf - vc)/3
E = T + El + Ei
assert abs(El/T - 2) < 1e-6 and abs(eps/T + 3) < 1e-6 and abs(Ei/T + 4) < 1e-6
assert abs(E/T + 1) < 1e-6 and abs(E - eps - El) < 1e-8
cP = -2*E
assert abs(cP - 0.1085) < 5e-5 and E < res['gau']['E'] < res['exp']['E']
# scaling with m and kappa, solved on an unscaled grid
x1, x2 = (scf(h, 60, lambda r: expo(r, 3.0), 1.5, 2.0)[0] for h in (0.06, 0.03))
x = (4*x2 - x1)/3
assert abs((x[0] + x[1] + x[3])/(E*1.5/4) - 1) < 1e-6 and abs(x[4]/(r2*(2/1.5)**2) - 1) < 1e-6
# tail and absence of a cusp
k = np.sqrt(-2*eps); i = np.argmin(abs(r - 25))
logd = (np.log(u[i+1]) - np.log(u[i-1]))/(2*hf)
tail = -k + 1/(k*r[i]) + (1/k)*(1/k - 1)/(2*k*r[i]**2)
assert abs(logd - tail) < 1e-3
assert abs(np.log((u[1]/r[1])/(u[0]/r[0]))/hf) < 0.01
e2p = lowest(-potential(u, r, hf) + 1/r**2, hf)[0]
assert eps < e2p < 0

# route B: shooting on lap S = -V S, lap V = -S^2 with V(0) = 1
def rhs(t, y):
    S, dS, V, dV = y[:4]
    return [dS, -2*dS/t - V*S, dV, -2*dV/t - S*S,
            S*S*t*t, dS*dS*t*t, V*S*S*t*t, S*S*t**4]
node = lambda t, y: y[0]
turn = lambda t, y: y[1]
node.terminal = turn.terminal = True; turn.direction = 1
def shoot(S0):
    t = 1e-4
    y0 = [S0*(1 - t*t/6), -S0*t/3, 1 - S0*S0*t*t/6, -S0*S0*t/3, 0, 0, 0, 0]
    return solve_ivp(rhs, (t, 100), y0, method='DOP853', rtol=1e-12, atol=1e-14,
                     events=(node, turn))
lo, hi = 0.5, 2.0
assert len(shoot(lo).t_events[0]) == 1 and len(shoot(hi).t_events[1]) == 1
for _ in range(44):
    S0 = (lo + hi)/2; sol = shoot(S0)
    if len(sol.t_events[0]): lo = S0
    else: hi = S0
y, tend = sol.y[:, -1], sol.t[-1]
Vinf, lam = y[2] + tend*y[3], 2/y[4]
epsB, TB = lam**2*Vinf/2, lam**3*y[5]/4
JB = lam**3*y[6]/4 - epsB
EB, r2B = TB - JB/2, y[7]/y[4]/lam**2
assert abs(JB/TB - 4) < 1e-6 and abs(epsB/TB + 3) < 1e-6
assert abs(EB - E) < 1e-7 and abs(epsB - eps) < 1e-7 and abs(r2B/r2 - 1) < 1e-5

# second variation in angular-momentum channels
hs = 0.08
vs, rs, us, _ = scf(hs, 40, lambda r: gaus(r, b_opt))
n = len(rs); rl, rg = np.minimum.outer(rs, rs), np.maximum.outer(rs, rs)
K0 = (np.eye(n) - 0.5*np.eye(n, k=1) - 0.5*np.eye(n, k=-1))/hs**2
hess = []
for l in range(4):
    L = K0 + np.diag(l*(l+1)/(2*rs**2) - potential(us, rs, hs) - vs[2]) \
        - 2*hs/(2*l+1)*np.outer(us, us)*(rl/rg)**l/rg
    if l == 0:
        uu = hs*np.outer(us, us); P = np.eye(n) - uu; L = P@L@P + uu
    wv, xv = eigh(L, subset_by_index=[0, 0]); hess.append(wv[0])
    if l == 1:
        up = np.concatenate(([0.0], us, [0.0]))
        tr = (up[2:] - up[:-2])/(2*hs) - us/rs
        assert abs(xv[:, 0]@tr)/np.linalg.norm(tr) > 0.9999
assert hess[0] > 0.005 and abs(hess[1]) < 5e-4 and hess[3] > hess[2] > 0.02

# worked example with round model parameters
Ha = C.physical_constants['Hartree energy in eV'][0]
a0 = C.physical_constants['Bohr radius'][0]*1e10
m, einf, e0, w_eV = 1.0, 2.0, 10.0, 0.020
kap = 1/(1/einf - 1/e0); w = w_eV/Ha
alpha = np.sqrt(m/(2*w))/kap
alphaSI = C.e**2/(4*pi*C.epsilon_0*C.hbar*kap)*np.sqrt(m*C.m_e/(2*w_eV*C.e))
assert abs(alpha/alphaSI - 1) < 1e-7
fq = lambda q: w/(pi*kap)/(w + q*q/(2*m))
Eweak = -(quad(fq, 0, 1, limit=200)[0] + quad(fq, 1, np.inf)[0])
assert abs(Eweak/(alpha*w) + 1) < 1e-7
d1, d2 = (scf(h, 100, lambda r: expo(r, 6.0), m, kap)[0] for h in (0.1, 0.05))
d = (4*d2 - d1)/3; Ed = d[0] + d[1] + d[3]
assert abs(Ed/(-cP*alpha**2*w) - 1) < 1e-6 and Ed < Eweak
A, aP = alpha**2*w_eV, kap/m*a0

print("energies in alpha^2 w, lengths in a_P = kappa/m")
for nm in ('exp', 'gau'):
    t = res[nm]
    print(f"{nm}: width {t['s']:.4f} a_P, rms radius {t['rms']:.4f} a_P")
    print(f"{nm}: T {2*t['T']:.5f}, E_lat {t['J']:.5f}, E_int {-2*t['J']:.5f}, E {2*t['E']:.5f}")
    print(f"{nm}: energy above exact by {100*(1 - t['E']/E):.2f} %")
print(f"25/256 = {25/256:.5f}, 1/(3 pi) = {1/(3*pi):.5f}")
print(f"exp: <H> {2*first_e[0]:.4f}, lowest level in own well {2*first_e[1]:.4f}")
print(f"gau: <H> {2*first_g[0]:.4f}, lowest level in own well {2*first_g[1]:.4f}")
print(f"SCF E at h=0.04 a_P {2*(vc[0]+vc[1]+vc[3]):.8f}, h=0.02 a_P {2*(vf[0]+vf[1]+vf[3]):.8f}")
print(f"SCF extrapolated: E {2*E:.7f}, T {2*T:.7f}, E_lat {2*El:.7f}")
print(f"SCF extrapolated: eps {2*eps:.7f}, E_int {2*Ei:.7f}")
print(f"SCF ratios 1 : {El/T:.6f} : {-eps/T:.6f} : {-Ei/T:.6f}")
print(f"SCF E {E:.7f} m/kappa^2, eps {eps:.7f} m/kappa^2, rms {np.sqrt(r2):.4f} a_P")
print(f"shooting: S(0) {S0:.7f}, V(inf) {Vinf:.7f}, norm {y[4]:.7f}, lambda {lam:.7f}")
print(f"shooting: E {2*EB:.7f}, eps {2*epsB:.7f}, J/T {JB/TB:.6f}, rms {np.sqrt(r2B):.4f} a_P")
print(f"tail: k {k:.5f} 1/a_P; u'/u at {r[i]:.0f} a_P {logd:.4f}, formula {tail:.4f} 1/a_P")
print("lowest Hessian values l=0..3 (m/kappa^2): " + ", ".join(f"{z:.4f}" for z in hess))
print(f"frozen well: 2p level {2*e2p:.4f}, 1s-2p gap {2*(e2p - eps):.4f}")
print(f"crossing with -alpha w at alpha = {1/cP:.3f}")
print(f"example: m {m:.1f} m_e, eps_inf {einf:.1f}, eps_0 {e0:.1f}, hbar w {w_eV:.3f} eV")
print(f"hartree {Ha:.5f} eV, bohr {a0:.6f} angstrom")
print(f"kappa {kap:.3f}, alpha {alpha:.4f}, alpha^2 {alpha**2:.3f}")
print(f"alpha^2 hbar w {A:.5f} eV, m/kappa^2 {m/kap**2*Ha:.5f} eV, a_P {aP:.4f} angstrom")
for nm in ('exp', 'gau'):
    t = res[nm]
    print(f"{nm}: E {2*t['E']*A:.4f} eV, width {t['s']*aP:.3f} angstrom, rms {t['rms']*aP:.3f} angstrom")
print(f"exact: E {Ed*Ha:.4f} eV = {Ed:.6f} hartree, rms {np.sqrt(d[4])*a0:.3f} angstrom")
print(f"exact: T {d[0]*Ha:.4f} eV, E_lat {d[1]*Ha:.4f} eV")
print(f"exact: eps {d[2]*Ha:.4f} eV, E_int {d[3]*Ha:.4f} eV")
print(f"phonon number {d[1]/w:.2f}")
print(f"1s-2p gap {2*(e2p - eps)*A:.4f} eV = {2*(e2p - eps)*alpha**2:.2f} hbar w")
print(f"weak-coupling bound -alpha hbar w {Eweak*Ha:.4f} eV")
print("finished without a failed check")
```

Printed output:

```
energies in alpha^2 w, lengths in a_P = kappa/m
exp: width 3.2000 a_P, rms radius 5.5426 a_P
exp: T 0.09766, E_lat 0.19531, E_int -0.39063, E -0.09766
exp: energy above exact by 10.00 %
gau: width 3.7599 a_P, rms radius 4.6050 a_P
gau: T 0.10610, E_lat 0.21221, E_int -0.42441, E -0.10610
gau: energy above exact by 2.22 %
25/256 = 0.09766, 1/(3 pi) = 0.10610
exp: <H> -0.2930, lowest level in own well -0.3028
gau: <H> -0.3183, lowest level in own well -0.3205
SCF E at h=0.04 a_P -0.10852039, h=0.02 a_P -0.10851470
SCF extrapolated: E -0.1085128, T 0.1085128, E_lat 0.2170256
SCF extrapolated: eps -0.3255384, E_int -0.4340512
SCF ratios 1 : 2.000000 : 3.000000 : 4.000000
SCF E -0.0542564 m/kappa^2, eps -0.1627692 m/kappa^2, rms 4.6352 a_P
shooting: S(0) 1.0886371, V(inf) -1.0657313, norm 3.6187012, lambda 0.5526845
shooting: E -0.1085128, eps -0.3255384, J/T 4.000000, rms 4.6352 a_P
tail: k 0.57056 1/a_P; u'/u at 25 a_P -0.4985, formula -0.4986 1/a_P
lowest Hessian values l=0..3 (m/kappa^2): 0.0469, 0.0000, 0.1012, 0.1314
frozen well: 2p level -0.1904, 1s-2p gap 0.1351
crossing with -alpha w at alpha = 9.216
example: m 1.0 m_e, eps_inf 2.0, eps_0 10.0, hbar w 0.020 eV
hartree 27.21139 eV, bohr 0.529177 angstrom
kappa 2.500, alpha 10.4329, alpha^2 108.846
alpha^2 hbar w 2.17691 eV, m/kappa^2 4.35382 eV, a_P 1.3229 angstrom
exp: E -0.2126 eV, width 4.233 angstrom, rms 7.332 angstrom
gau: E -0.2310 eV, width 4.974 angstrom, rms 6.092 angstrom
exact: E -0.2362 eV = -0.008681 hartree, rms 6.132 angstrom
exact: T 0.2362 eV, E_lat 0.4724 eV
exact: eps -0.7087 eV, E_int -0.9449 eV
phonon number 23.62
1s-2p gap 0.2942 eV = 14.71 hbar w
weak-coupling bound -alpha hbar w -0.2087 eV
finished without a failed check
```
